# Adaptive Cross Approximation of a Separated Coulomb Block and Its Failure

## The cost of a distant block

Two boxes with 8000 charges each have 64 million mutual Coulomb interactions. If all of them are computed and stored, doubling the number of charges in both boxes quadruples the work, although distant charges see one another's box through a smooth potential. A compression that first forms the whole block and then factorizes it keeps the quadratic cost. A compression that reads a small part of the block avoids it, but can stop with a favourable error estimate while half of the squared norm is missing. Both the saving and the failure follow from one rank-one update.

Let $x_i$, $i=1,\dots,m$, be target positions and $y_j$, $j=1,\dots,n$, source positions in another, distant box. In atomic units, with unit charges,

$$A_{ij}=\frac{1}{|x_i-y_j|},$$

so lengths are in bohr and entries in hartree. The norm $\|\cdot\|$ is Euclidean for vectors and Frobenius for matrices. We seek $A\approx S_K=\sum_{k=1}^K u_kv_k^T$ with $K\ll m,n$.

## The rank-one residual update

Set $R_0=A$. Given a row $i_k$ and a column $j_k$ whose residual entry, the pivot $\rho_k=R_{k-1}(i_k,j_k)$, is nonzero, define

$$u_k=R_{k-1}(:,j_k),\qquad v_k^T=\frac{R_{k-1}(i_k,:)}{\rho_k},\qquad R_k=R_{k-1}-u_kv_k^T. \tag{1}$$

The division by $\rho_k$ makes the cross $u_kv_k^T$ agree with the residual on the pivot row and column. In the pivot column $v_k(j_k)=1$, so $R_k(:,j_k)=u_k-u_k=0$. In the pivot row $u_k(i_k)=\rho_k$, so $R_k(i_k,:)=R_{k-1}(i_k,:)-\rho_kv_k^T=0$. Earlier zeros survive: if row $i_l$ of $R_{k-1}$ vanishes, then $u_k(i_l)=0$ and nothing is subtracted there. The same argument with $v_k(j_l)=0$ covers the columns. After $k$ steps, $S_k=A-R_k$ therefore reproduces $k$ rows and $k$ columns of $A$.

Each update lowers the rank by one. Write $R=R_{k-1}$, $R'=R_k$, and let $e_j$ be the unit vector of the pivot column.

- If $Rz=0$, then $v_k^Tz=0$, because $v_k^T$ is a multiple of a row of $R$. Hence $R'z=0$: the old null space is kept.
- The vector $e_j$ is new: $R'e_j=0$, while $Re_j=u_k\neq0$.
- Nothing else is new. If $R'z=0$, then $Rz=u_k(v_k^Tz)=(v_k^Tz)\,Re_j$, so $z-(v_k^Tz)e_j$ lies in the old null space.

The null space grows by one dimension. In exact arithmetic, a matrix of rank $r$ is exhausted after $r$ nonzero pivots.

**A block by hand.** Put targets at 0, 1, 2 bohr and sources at 5, 6, 8 bohr on a line:

$$R_0=\begin{pmatrix}0.20000&0.16667&0.12500\\0.25000&0.20000&0.14286\\0.33333&0.25000&0.16667\end{pmatrix}.$$

Start in row 1. Its largest entry is 0.2, in column 1, so $u_1=(0.2,\,0.25,\,0.33333)^T$ and $v_1=(1,\,0.83333,\,0.625)^T$. The central entry becomes $0.2-0.25\times0.83333=-0.00833$, and altogether

$$R_1=\begin{pmatrix}0&0&0\\0&-0.00833&-0.01339\\0&-0.02778&-0.04167\end{pmatrix}.$$

Among the unvisited rows, $u_1$ is largest in row 3, whose largest residual is $-0.04167$ in column 3. Now $v_2=(0,\,0.66667,\,1)^T$. The one entry left is $-0.00833+0.01339\times0.66667=0.00060$ hartree, and a third cross removes it.

## Skeleton form

Let $I=(i_1,\dots,i_k)$ and $J=(j_1,\dots,j_k)$, in order of selection, and collect the crosses as $S_k=UV$, with columns $u_l$ in $U$ and rows $v_l^T$ in $V$. Since $u_l(i_q)=0$ for $q<l$, the matrix $U(I,:)$ is lower triangular with diagonal $\rho_1,\dots,\rho_k$. Since $v_l(j_q)=0$ for $q<l$, the matrix $V(:,J)$ is upper triangular with unit diagonal. The selected rows are reproduced, so

$$A(I,:)=U(I,:)\,V,\qquad A(I,J)=U(I,:)\,V(:,J),\qquad \det A(I,J)=\prod_{l=1}^k\rho_l .$$

The selected columns are reproduced too: $A(:,J)=U\,V(:,J)$, or $U=A(:,J)V(:,J)^{-1}$. Hence

$$S_k=A(:,J)\,V(:,J)^{-1}V=A(:,J)\,A(I,J)^{-1}A(I,:), \tag{2}$$

where the last step uses $A(I,J)^{-1}A(I,:)=V(:,J)^{-1}U(I,:)^{-1}U(I,:)V$. In the hand example the pivots multiply to $4.96\times10^{-6}$ in magnitude, in agreement with the closed Cauchy determinant of the block.

## Partial pivoting and its cost

Equation (1) does not require the matrix $R_{k-1}$. The needed row and column follow from entries of $A$ and the stored vectors:

$$R_{k-1}(i_k,:)=A(i_k,:)-\sum_{l<k}u_l(i_k)\,v_l^T,\qquad u_k=A(:,j_k)-\sum_{l<k}v_l(j_k)\,u_l. \tag{3}$$

Partial pivoting confines the search to what has been formed:

1. Form the residual row $i_k$ and take $j_k$ where its magnitude is largest. If the whole row is zero, go to another unvisited row.
2. Form $u_k$ and $v_k$.
3. Stop if $\|u_k\|\|v_k\|\le\varepsilon\|S_k\|$. Otherwise take as $i_{k+1}$ the unvisited row where $|u_k|$ is largest.

The norm in the stopping rule is also updated cheaply. Expanding the square of $S_k=S_{k-1}+u_kv_k^T$ and using $\mathrm{tr}[(u_lv_l^T)^Tu_kv_k^T]=(u_l\cdot u_k)(v_l\cdot v_k)$ gives

$$\|S_k\|^2=\|S_{k-1}\|^2+2\sum_{l<k}(u_l\cdot u_k)(v_l\cdot v_k)+\|u_k\|^2\|v_k\|^2. \tag{4}$$

Count multiplications and divisions in step $k$. The two residual vectors in (3) take $(k-1)(m+n)$, the division by the pivot $n$, the scalar products with earlier vectors $(k-1)(m+n)$, and the two new norms $m+n$. The sum is $(2k-1)(m+n)+n$. Because $\sum_{k=1}^K(2k-1)=K^2$,

$$N_{\rm mult}=(m+n)K^2+nK+O(K^2), \tag{5}$$

where the last term collects products of scalars. Additions are of the same order, and the pivot searches take $O(K(m+n))$ comparisons. The entries read number $K(m+n)$, as do the numbers stored.

For a $60\times70$ block with $K=10$, the first two terms of (5) give $130\times100+700=13\,700$. Direct counting gives 13 774. The excess of 74 is scalar work: 45 products of paired scalar products, 10 products $\|u_k\|^2\|v_k\|^2$, 9 doublings in (4) and 10 products in the stopping test.

These counts are linear in $m+n$ at fixed $K$. Two conditions are attached. A zero row costs $n$ entries without yielding a cross, so the count holds when few such rows are met. And $K$ must stay bounded as the block grows, which is a matter of physics.

## Why separation gives low rank

Choose a centre with all targets within distance $a$ and all sources at distance at least $D>a$. For a target at radius $r$, a source at radius $s$ and an angle $\gamma$ between them,

$$\frac1{|x-y|}=\sum_{l=0}^{\infty}\frac{r^l}{s^{l+1}}P_l(\cos\gamma).$$

Since $|P_l|\le1$, $r\le a$ and $s\ge D$, cutting the series after degree $p$ leaves an error in each entry of at most

$$\varepsilon_p=\sum_{l>p}\frac{a^l}{D^{l+1}}=\frac1D\,\frac{(a/D)^{p+1}}{1-a/D}=\frac{(a/D)^{p+1}}{D-a}. \tag{6}$$

By the addition theorem for spherical harmonics, $P_l(\cos\gamma)$ is a sum of $2l+1$ products of a function of the target direction and a function of the source direction. The truncated matrix has rank at most $\sum_{l=0}^p(2l+1)=(p+1)^2$, whatever $m$ and $n$ are. More charges in the same boxes do not raise this bound.

The statement also holds for relative error. If no distance exceeds $d_{\max}$, every entry is at least $1/d_{\max}$, so $\|A\|\ge\sqrt{mn}/d_{\max}$. The truncation error has norm at most $\sqrt{mn}\,\varepsilon_p$, and the ratio is at most $\varepsilon_pd_{\max}$, again independent of $m$ and $n$.

In the opposite limit, $a\to D$, the ratio $a/D$ tends to one and (6) diverges. The estimate then guarantees no compression. With the centre in the middle of the target cube, this happens already before two cubes touch. The centre is free, however. For facing cubes of side 4 bohr with a gap $g$, move it a distance $t$ away from the sources: then $a^2\le(t+2)^2+8$ and $D\ge t+2+g$, so $a<D$ once $t$ is large enough. The rank needed for a fixed accuracy therefore stays bounded independently of $m$ and $n$ for every $g>0$, but $a/D$ tends to one as the gap closes, and this bound grows without limit.

## Error of the cross approximation

The existence of a good low-rank matrix does not mean that partial pivoting finds one. From (2), column $j$ of $S_k$ is $A(:,J)\,w(j)$ with weights $w(j)=V(:,J)^{-1}V(:,j)$. The row maximum in step 1 ensures $|v_l(j)|\le1$. Back substitution in the unit upper triangular system gives

$$w_l(j)=v_l(j)-\sum_{q>l}v_l(j_q)\,w_q(j),\qquad |w_l|\le1+\sum_{q>l}|w_q|.$$

With $s_l=\sum_{q\ge l}|w_q|$ this reads $s_k\le1$ and $s_l\le1+2s_{l+1}$, hence $s_1\le2^k-1$.

Now let $g$ be any combination of the selected rows $A(I,:)$. Because $A(I,j)=A(I,J)w(j)$, it satisfies $g(j)=\sum_lg(j_l)w_l(j)$. Subtracting this identity from the residual,

$$R_k(i,j)=[A(i,j)-g(j)]-\sum_{l=1}^k[A(i,j_l)-g(j_l)]\,w_l(j),$$

and choosing the best $g$,

$$|R_k(i,j)|\le2^k\,\mathrm{dist}_\infty\big(A(i,:),\,\mathrm{span}\,A(I,:)\big). \tag{7}$$

The distance is measured by the largest entry of the difference. Every row must lie close to the span of the selected rows.

For the multipole form write $A=FG+E$ with $|E_{ij}|\le\varepsilon_p$ and $k=(p+1)^2$ columns in $F$. Suppose that $F(I,:)$ is invertible, so that the selected rows determine the multipole coefficients. With $c_i=F(i,:)F(I,:)^{-1}$ the multipole parts cancel:

$$A(i,:)-c_iA(I,:)=E(i,:)-c_iE(I,:),$$

and the distance in (7) is at most $(1+\|c_i\|_1)\varepsilon_p$. The invertibility of $F(I,:)$ and the size of $c_i$ depend on which rows were visited. Separation alone controls neither.

Random charges in two cubes of side 4 bohr, with centres 12 bohr apart, show how far bound and error differ. The $60\times70$ sample has $a=2.772$ and $D=10.185$ bohr. For $p=3$, equation (6) gives $(0.2722)^4/7.413=7.4\times10^{-4}$ hartree. The largest multipole error is $2.45\times10^{-4}$, and the largest error after 16 crosses is $2.75\times10^{-6}$ hartree. A possible reason for the advantage of the crosses, not tested here, is that the multipole form must serve sources in every direction, while the crosses adapt to one small box.

The guaranteed ACA bound for the same case is $2.8\times10^3$ hartree, useless as an estimate. It even grows with $p$, from 2.6 hartree at $p=1$, because $2^{(p+1)^2}$ outruns $(a/D)^{p+1}$. The largest weight sum found is 5.4, against a permitted 65 535. Thus (7) identifies what the error depends on, but does not prove convergence of the crosses.

## Growth of the block

For the same cubes and $\varepsilon=10^{-6}$, the results are as follows. The error is the Frobenius norm of the residual on 300 sampled rows, relative to the norm of $A$ on those rows.

| $m=n$ | $K$ | entries read | share of block | error |
|---:|---:|---:|---:|---:|
| 500 | 22 | 22 000 | 8.8 % | $1.2\times10^{-6}$ |
| 2000 | 22 | 88 000 | 2.2 % | $2.2\times10^{-6}$ |
| 8000 | 25 | 400 000 | 0.62 % | $5.9\times10^{-7}$ |

From the first row to the last, the block dimension grows by a factor 16 and the full block by 256, while the entries read grow by $400\,000/22\,000\approx18$. The excess over 16 is the change of $K$ from 22 to 25. Near-constant $K$ is an observation for these samples; the multipole argument bounds the rank that suffices, not the number of crosses the search takes.

Two of the three errors exceed $\varepsilon$. The stopping rule measures the last cross, whereas the error is the sum of everything not yet subtracted. It is an estimate, and the next block shows how wrong it can be.

The gain also has a lower limit in size. Reading $K(m+n)$ entries is cheaper than reading $mn$ when, for $m=n$, $n>2K$. If $K$ were 22, the crosses would read more entries than the full block contains below 44 charges per side ($K$ was not measured for blocks this small). This counts entries only: the multiplications in (5), $(2K^2+K)n$ for $m=n$, exceed $n^2$ for $n<2K^2+K=990$.

## A block on which partial pivoting fails

Place 60 sites on the $z$ axis in each of two clusters of length 4 bohr, again with centres 12 bohr apart. Each site carries two neutral pairs of charges $\pm1$: one pair has its ends at $\pm d/2$ along $x$, the other at $\pm d/2$ along $y$, with $d=1$ bohr. The matrix $A$ now holds the Coulomb interaction between a pair of one cluster and a pair of the other. It is a signed sum of four point-charge blocks, so the multipole argument still applies to the rank and to the absolute error: with $a$ and $D$ taken over the ends of the pairs, the rank is at most $(p+1)^2$ and each entry is off by at most $4\varepsilon_p$. The relative bound does not carry over, because the entries of neutral pairs are much smaller than $1/d_{\max}$.

Let $R$ be the distance between two sites. For two $x$ pairs, the two combinations of like charges are $R$ apart and the two of unlike charges $\sqrt{R^2+d^2}$:

$$A_{xx}=\frac2R-\frac2{\sqrt{R^2+d^2}}=\frac{d^2}{R^3}+O\!\left(\frac{d^4}{R^5}\right). \tag{8}$$

The second form is the interaction of two parallel dipoles perpendicular to the line joining them. At the smallest distance, $R=8$ bohr, the first form gives $1.93\times10^{-3}$ hartree. A rotation by $90^\circ$ about $z$ shows that $A_{yy}=A_{xx}$.

For an $x$ pair and a $y$ pair, every end of one is $\sqrt{R^2+d^2/2}$ from every end of the other. The four terms are equal in size with signs $+,-,-,+$, and cancel. With $x$ pairs listed first,

$$A=\begin{pmatrix}A_{xx}&0\\0&A_{yy}\end{pmatrix}.$$

Start in an $x$ row, and suppose that after $k-1$ steps the residual is still block diagonal with $A_{yy}$ untouched. An $x$ row is nonzero in $x$ columns only, so the pivot column is an $x$ column. That column is zero on all $y$ rows, so $u_k$ is too, and the cross leaves $A_{yy}$ unchanged. The next row is chosen where $|u_k|$ is largest. As long as $u_k$ is nonzero on some unvisited $x$ row, that is again an $x$ row. By induction the $y$ part is not entered while such rows remain, so it is missed whenever the stopping test is met before the $x$ rows run out. If the remaining relative error of $A_{xx}$ is $\delta$, then, because both parts have equal norm,

$$\frac{\|A-S_K\|}{\|A\|}=\sqrt{\frac{\delta^2\|A_{xx}\|^2+\|A_{yy}\|^2}{\|A_{xx}\|^2+\|A_{yy}\|^2}}=\sqrt{\frac{1+\delta^2}{2}}\ge\frac1{\sqrt2}. \tag{9}$$

As long as the test is still met within the $x$ rows, tightening $\varepsilon$ adds crosses that reduce $\delta$ but leave the $y$ part untouched. For $\varepsilon=10^{-4}$, $10^{-6}$ and $10^{-9}$ the search stops after 4, 5 and 7 crosses, each time with a true relative error of 0.7071. A start in a $y$ row gives the same error, with the $x$ part missing. The failure needs the $x$–$y$ entries to vanish or to be negligible. If the pairs are tilted about $z$ by small random angles, these entries become nonzero and can supply a pivot. For $\varepsilon=10^{-6}$, tilts of order $10^{-9}$ rad still left the $y$ part missing in the samples tried, whereas tilts of order $10^{-5}$ rad led the search into it. The example therefore describes blocks that decouple by symmetry, not generic nearly perpendicular pairs.

In terms of (7), no combination of $x$ rows reproduces any part of a $y$ row. The distance is the largest entry of that row, and it does not shrink with further $x$ rows.

The loss is visible in an energy. Give every $y$ pair in both clusters the strength $1/60$ and every $x$ pair strength zero. The interaction is then the mean entry of $A_{yy}$, $6.50\times10^{-4}$ hartree, or 17.7 meV. The failed approximation returns zero. For scale, (8) at the centre distance gives $1/12^3=5.8\times10^{-4}$ hartree; the mean is higher because $1/R^3$ is convex, so near sites gain more than far sites lose.

## Cause, cure and what no cure can do

Two controls locate the fault in the pivot search. The block $A_{xx}$ alone, with $\varepsilon=10^{-6}$, converges in 5 crosses to a relative error of $6\times10^{-9}$. Full pivoting, which takes the largest entry of the entire residual, treats the whole block in 8 crosses with relative error $3\times10^{-7}$, but must examine all $mn$ entries. The block is therefore of low rank, and partial pivoting works on its parts.

A remedy at linear cost is to test a few probe rows whenever the stopping rule is met. For an unvisited probe row $p$ with residual $r_p$, the search resumes at $p$ if

$$m\|r_p\|^2>\varepsilon^2\|S_k\|^2 .$$

The left side estimates $\|R_k\|^2$ as if all rows were like row $p$. With $q$ probes there are at most $q$ restarts, since each one visits a new probe. The tests thus read at most $q(q+1)n$ additional entries, linear in $n$ for fixed $q$.

Six probe rows, three in each part, bring the relative error down to $6\times10^{-9}$ with 10 crosses. The crosses read $10\times240=2400$ entries and the tests 1080, or nine rows of 120, in total 3480 of 14 400. Three probes that all lie in $x$ rows leave the error at 0.7071. Probes should therefore cover every type of charge distribution in the block.

For an arbitrary matrix no such rule is a certificate. Suppose a method has left entry $(i,j)$ unread. Changing that entry by any amount changes neither the run nor its output, but it changes the error at will. A guarantee at linear cost needs outside knowledge, such as the smoothness of the kernel together with rows known to determine the multipole coefficients. For a block of plain positive charges every entry is positive, so the first column cannot have the zeros used here. That excludes this mechanism at the first step; it does not prove that the search succeeds.

## Numbers as computed

```
Exact ranks after successive crosses: [3, 2, 1, 0]
3x3 block: targets [0. 1. 2.] sources [5. 6. 8.] bohr
R_0 (hartree), next pivot row 1, column 1:
     0.20000000   0.16666667   0.12500000
     0.25000000   0.20000000   0.14285714
     0.33333333   0.25000000   0.16666667
R_1 (hartree), next pivot row 3, column 3:
     0.00000000   0.00000000   0.00000000
     0.00000000  -0.00833333  -0.01339286
     0.00000000  -0.02777778  -0.04166667
R_2 (hartree), next pivot row 2, column 2:
     0.00000000   0.00000000   0.00000000
     0.00000000   0.00059524   0.00000000
     0.00000000   0.00000000   0.00000000
|product of pivots| = 4.960317e-06 hartree^3
|Cauchy determinant| = 4.960317e-06 hartree^3
Cubes: side 4.0 bohr, centre distance 12.0 bohr
60x70 block: a = 2.7719 bohr, D = 10.1853 bohr
p=1 rank 4: multipole error 3.44e-03, bound 9.99e-03; ACA error 1.58e-03 hartree
   weight sum 2.79 (limit 15); ACA bound 2.63e+00 hartree
p=2 rank 9: multipole error 9.60e-04, bound 2.72e-03; ACA error 6.85e-05 hartree
   weight sum 4.72 (limit 511); ACA bound 1.42e+02 hartree
p=3 rank 16: multipole error 2.45e-04, bound 7.40e-04; ACA error 2.75e-06 hartree
   weight sum 5.37 (limit 65535); ACA bound 2.84e+03 hartree
60x70, tolerance 1e-4: K=10, counted mult+div 13774, formula 13700
Random charges, tolerance 1e-06, error on 300 sampled rows:
  m=n=500: K=22, entries read 22000 (8.80 %), error 1.2e-06
  m=n=2000: K=22, entries read 88000 (2.20 %), error 2.2e-06
  m=n=8000: K=25, entries read 400000 (0.62 %), error 5.9e-07
Pair block: 60 sites per cluster, pair length 1.0 bohr
  largest x-y entry 0.0e+00, largest x-x entry 1.9305e-03 hartree
  tolerance 1e-04: stops at K=4, true relative error 0.707107
  tolerance 1e-06: stops at K=5, true relative error 0.707107
  tolerance 1e-09: stops at K=7, true relative error 0.707107
  start in a y row: error 0.707107
  y-pair energy, true: 6.4973e-04 hartree = 17.680 meV
  y-pair energy, failed ACA: 0.0e+00 hartree
  x-x part alone: K=5, error 6.2e-09
  full pivoting: K=8, error 3.3e-07
  6 probe rows in both parts: K=10, error 5.6e-09
  entries read with probes: 3480 of 14400
  3 probe rows, all in x: error 0.707107
```
